# Absence of equilibrium chiral magnetic current in a lattice Weyl semimetal

**Question: does a static magnetic field drive a current in a Weyl semimetal whose nodes sit at different energies?**

The chiral magnetic effect is written $\mathbf j=(e^2/h^2)(\mu_R-\mu_L)\mathbf B$, where $\mu_{R}$ and $\mu_L$ are the chemical potentials of the right- and left-handed cones. Suppose inversion is broken, so that the nodes lie at energies $E_+\neq E_-$. In equilibrium there is one chemical potential $\mu$, but measured from each node it is $\mu-E_+$ and $\mu-E_-$. The formula then gives $\mathbf j=(e^2/h^2)(E_--E_+)\mathbf B$, a current along a static field with nothing driving it. I find the same when I integrate the Berry-curvature term over two cones. Does this current survive in a lattice model? I would like to see the Brillouin-zone integral done in full.

**Answer**

It does not. For independent electrons on a lattice, filled with a single Fermi function, the bulk current in a static uniform field is zero for every $\mu$, every temperature and every set of node energies. The value $E_--E_+$ is a boundary term at the momentum cutoff of the cones. On the lattice there is no such boundary: whatever the regions around the nodes contribute, the rest of the zone contributes the opposite.

### Setting and equations of motion

Take charge $q=-e$ and a smooth periodic Bloch Hamiltonian $H(\mathbf k)$ with finitely many bands $\varepsilon_n$, which touch only in pairs at isolated Weyl nodes $\nu$ of energy $E_\nu$. The conventions are $\mathbf A=i\langle u|\nabla u\rangle$, $\boldsymbol\Omega=\nabla\times\mathbf A$, and for the orbital moment

$$\mathbf m=\frac{iq}{2\hbar}\langle\nabla u|\times(H-\varepsilon)|\nabla u\rangle,\qquad \tilde\varepsilon=\varepsilon-\mathbf m\cdot\mathbf B,\qquad \tilde{\mathbf v}=\frac1\hbar\nabla\tilde\varepsilon .$$

All gradients are with respect to $\mathbf k$, and $[dk]=d^3k/(2\pi)^3$. Temperature is an energy. The Fermi function $f$ has the primitive $g(\varepsilon)=-T\ln(1+e^{(\mu-\varepsilon)/T})$, so $g'=f$; $g\to0$ far above $\mu$ and $g\to\varepsilon-\mu$ far below.

The starting point is the pair of wave-packet equations, valid to first order in $B$: $\dot{\mathbf r}=\tilde{\mathbf v}-\dot{\mathbf k}\times\boldsymbol\Omega$ and $\hbar\dot{\mathbf k}=q\,\dot{\mathbf r}\times\mathbf B$. Insert the second into the first and use $(\mathbf a\times\mathbf b)\times\mathbf c=\mathbf b(\mathbf a\cdot\mathbf c)-\mathbf a(\mathbf b\cdot\mathbf c)$:

$$\dot{\mathbf r}=\tilde{\mathbf v}-\frac q\hbar\left[\mathbf B(\dot{\mathbf r}\cdot\boldsymbol\Omega)-\dot{\mathbf r}(\mathbf B\cdot\boldsymbol\Omega)\right]
\;\Rightarrow\; D\,\dot{\mathbf r}=\tilde{\mathbf v}-\frac q\hbar\mathbf B(\dot{\mathbf r}\cdot\boldsymbol\Omega),\qquad D=1-\frac q\hbar\mathbf B\cdot\boldsymbol\Omega .$$

Take the scalar product with $\boldsymbol\Omega$. The term $-(q/\hbar)(\mathbf B\cdot\boldsymbol\Omega)(\dot{\mathbf r}\cdot\boldsymbol\Omega)$ appears on both sides and drops out, leaving $\dot{\mathbf r}\cdot\boldsymbol\Omega=\tilde{\mathbf v}\cdot\boldsymbol\Omega$. Hence

$$D\,\dot{\mathbf r}=\tilde{\mathbf v}-\frac q\hbar(\tilde{\mathbf v}\cdot\boldsymbol\Omega)\mathbf B .$$

The factor $D$ is the density of states in phase space. The flow conserves it: $D\dot{\mathbf k}=(q/\hbar)\tilde{\mathbf v}\times\mathbf B$ because $\mathbf B\times\mathbf B=0$, and $\nabla\cdot(\tilde{\mathbf v}\times\mathbf B)=\mathbf B\cdot(\nabla\times\tilde{\mathbf v})=0$ because $\tilde{\mathbf v}$ is a gradient. Conservation alone does not fix $D$ uniquely, so $D$ and $\mathbf m$ are checked below against exact spectra through the grand potential density $\omega=\sum_n\int[dk]\,D\,g(\tilde\varepsilon)$, whose slope at $B=0$ is $\partial\omega/\partial\mathbf B=-\sum_n\int[dk]\,[(q/\hbar)\boldsymbol\Omega g+f\mathbf m]$.

In equilibrium the occupation is $f(\tilde\varepsilon)$, a function of the energy in the field. The self-rotation of the wave packets adds the curl of a magnetization, which vanishes in a uniform bulk. The current is

$$\mathbf j=q\sum_n\int[dk]\,D\,\dot{\mathbf r}\,f(\tilde\varepsilon)=q\sum_n\int[dk]\,f(\tilde\varepsilon)\left[\tilde{\mathbf v}-\frac q\hbar(\tilde{\mathbf v}\cdot\boldsymbol\Omega)\mathbf B\right].$$

The expansion in $B$ fails where $|qB\Omega/\hbar|\sim1$, within a distance $1/\ell_B\propto\sqrt B$ of a node. The order-$B$ integrands grow as $B/k^2$ there, so by power counting that region carries a weight $B\int_0^{1/\ell_B}dk\propto B^{3/2}$ and does not enter at order $B$.

### Curvature and moment near a node

For two bands, $H=\varepsilon_0+\mathbf d\cdot\boldsymbol\sigma$ and $\varepsilon_s=\varepsilon_0+s|\mathbf d|$ with $s=\pm1$. Let $\theta,\varphi$ be the polar angles of $\mathbf d$. The eigenvectors are $u_+=(\cos\frac\theta2,\,e^{i\varphi}\sin\frac\theta2)$ and $u_-=(-e^{-i\varphi}\sin\frac\theta2,\,\cos\frac\theta2)$. In $\langle u|\nabla u\rangle$ the $\nabla\theta$ terms cancel by normalization, and $\langle u_s|\nabla u_s\rangle=is\sin^2\frac\theta2\,\nabla\varphi$. Therefore

$$\mathbf A_s=-\frac s2(1-\cos\theta)\nabla\varphi,\qquad \boldsymbol\Omega_s=-\frac s2\sin\theta\,\nabla\theta\times\nabla\varphi .$$

The flux of $\sin\theta\,\nabla\theta\times\nabla\varphi$ through a surface is the signed solid angle that $\hat{\mathbf d}$ sweeps. Near a node $\mathbf d$ is linear in the distance from it, and on a small sphere $\hat{\mathbf d}$ covers the unit sphere once, with orientation $\chi=\operatorname{sign}\det(\partial d_i/\partial k_j)$. With the normal pointing away from the node,

$$\oint\boldsymbol\Omega_s\cdot d\mathbf S=-2\pi s\chi .$$

More bands do not change this. Expand the two touching states in a smooth basis $w_1,w_2$ of their subspace, $u=\sum_ic_iw_i$. Then $\mathbf A=i c^\dagger\nabla c+\sum_{ij}c_i^*c_j\,i\langle w_i|\nabla w_j\rangle$. The first term is the two-band result. The second does not depend on the phase of $c$, is single-valued on the whole sphere, and by Stokes' theorem its curl has zero flux.

For the moment, insert a complete set of states. In $\boldsymbol\Omega=i\langle\nabla u|\times|\nabla u\rangle$ the band's own term $\langle\nabla u|u\rangle\times\langle u|\nabla u\rangle$ is a cross product of parallel vectors and vanishes, so only the other band contributes. In $\mathbf m$ the same term carries the factor $\varepsilon_{-s}-\varepsilon_s=-2s|\mathbf d|$. Thus $\mathbf m=-(q/\hbar)\,s|\mathbf d|\,\boldsymbol\Omega_s$, the same for both bands. For an isotropic cone, $\mathbf d=\chi\hbar v\mathbf k$, the flux is spread evenly over $4\pi k^2$, which gives

$$\boldsymbol\Omega_s=-\frac{s\chi\,\hat{\mathbf k}}{2k^2},\qquad \mathbf m=\frac{q\chi v\,\hat{\mathbf k}}{2k}.$$

### The zone integral

The velocity term is a gradient, $f(\tilde\varepsilon)\tilde{\mathbf v}=\nabla g(\tilde\varepsilon)/\hbar$, with $g(\tilde\varepsilon)=g(\varepsilon)-f(\varepsilon)\,\mathbf m\cdot\mathbf B$ to first order. Apply the divergence theorem to the zone with small balls of radius $r$ removed around the nodes. Opposite zone faces cancel, since $g$, $f$ and $\mathbf m$ are periodic. On a sphere the area scales as $r^2$, $g$ is finite and $m\sim1/r$, so both surface terms vanish as $r\to0$. The velocity term is zero band by band. At order $B$ it consists of two pieces, $-\nabla(f\,\mathbf m\cdot\mathbf B)=-f'\nabla\varepsilon\,(\mathbf m\cdot\mathbf B)-f\,\nabla(\mathbf m\cdot\mathbf B)$, one from the shift of the occupations at the Fermi surface and one from the shift of the velocities in the Fermi sea. In general neither vanishes alone.

The curvature term already contains $\mathbf B$, so $\tilde\varepsilon\to\varepsilon$ in it. Write $\mathbf j=(e^2/h^2)\,\bar\alpha\,\mathbf B$ with $\bar\alpha$ an energy. Since $q^2/\hbar^2=4\pi^2e^2/h^2$ and $4\pi^2/(2\pi)^3=1/2\pi$,

$$\bar\alpha=\sum_n\bar\alpha_n,\qquad \bar\alpha_n=-\frac1{2\pi}\int d^3k\;\nabla g(\varepsilon_n)\cdot\boldsymbol\Omega_n .$$

Away from the nodes $\boldsymbol\Omega_n$ is locally the curl of a smooth field, so $\nabla\cdot\boldsymbol\Omega_n=0$ and $\nabla g\cdot\boldsymbol\Omega_n=\nabla\cdot(g\boldsymbol\Omega_n)$. The zone faces cancel again. The outward normal of the punctured zone points into each ball, which gives a minus sign, and $g\to g(E_\nu)$ on a shrinking sphere:

$$\int d^3k\,\nabla\cdot(g\boldsymbol\Omega_n)=-\sum_\nu g(E_\nu)\oint_\nu\boldsymbol\Omega_n\cdot d\mathbf S=2\pi\sum_\nu s\chi_\nu\,g(E_\nu).$$

Here $s=+1$ if band $n$ is the upper partner at node $\nu$ and $s=-1$ if it is the lower one. For the two-band model,

$$\bar\alpha_s=-s\sum_\nu\chi_\nu\,g(E_\nu).$$

A single band gives in general a nonzero result when the node energies differ. At each node, however, the two touching bands have the same energy $E_\nu$ and opposite flux, so their terms are $-\chi_\nu g(E_\nu)$ and $+\chi_\nu g(E_\nu)$. The sum over bands vanishes node by node, and $\bar\alpha=0$. The argument uses periodicity, the common function $g$ and the sum over both partners. It uses no symmetry, no relation among the $E_\nu$ and no direction of $\mathbf B$.

### What the cone calculation computes

Cut an isotropic cone at $|\mathbf k|=\Lambda$. Here $\nabla\varepsilon_s=s\hbar v\hat{\mathbf k}$, so $\nabla\varepsilon_s\cdot\boldsymbol\Omega_s=-\chi\hbar v/2k^2$ for both bands, and with $x=\hbar vk$

$$\bar\alpha_{\rm cone}=-\frac1{2\pi}\sum_s\int_0^\Lambda4\pi k^2dk\,f(\varepsilon_s)\left(-\frac{\chi\hbar v}{2k^2}\right)=\chi\int_0^{\hbar v\Lambda}dx\,[f(E+x)+f(E-x)].$$

The first integral is $g(E+\hbar v\Lambda)-g(E)$ and the second is $g(E)-g(E-\hbar v\Lambda)$. The node values cancel, as they did above, and what remains lives at the cutoff:

$$\bar\alpha_{\rm cone}=\chi\,[g(E+\hbar v\Lambda)-g(E-\hbar v\Lambda)]\;\to\;\chi\,(\mu-E+\hbar v\Lambda),$$

where the limit holds when the upper band is empty and the lower band full at the cutoff. Two cones of opposite chirality with equal $v\Lambda$ give $E_--E_+$, your result. It is the difference between the energies at which the two filled seas were cut off.

The value changes with the cutoff. Cut both seas at one energy $E_c$, that is $\hbar v\Lambda_\nu=E_\nu-E_c$, and the curvature terms become $\chi_\nu(\mu-E_c)$, which sum to zero. The velocity term also has a cutoff surface. With only the lower band filled there and the angular average $\langle\hat k_i\hat k_j\rangle=\delta_{ij}/3$,

$$j_i=-\frac{q}{\hbar(2\pi)^3}\oint(\mathbf m\cdot\mathbf B)\,\hat k_i\,dS=-\frac{q}{\hbar(2\pi)^3}\,\frac{q\chi v}{2\Lambda}\,\frac{4\pi\Lambda^2}{3}B_i=-\frac{e^2}{h^2}\,\frac{\chi\hbar v\Lambda}{3}B_i .$$

This cancels between the nodes for equal $v\Lambda$ and leaves $-(E_+-E_-)/3$ for the common floor on $\varepsilon$ (this last surface term is not among the numerical checks). A floor on $\tilde\varepsilon$ instead makes $g(\tilde\varepsilon)$ constant on the cutoff surface, and then the velocity term vanishes as well. A truncated cone model therefore has no unique answer. On the lattice the same divergence theorem, applied to a finite ball around a node, gives the curvature term $-(1/2\pi)\sum_s\oint g(\varepsilon_s)\boldsymbol\Omega_s\cdot d\mathbf S$. The rest of the zone is bounded by the same surfaces with reversed normal and supplies the negative. When the balls enclose the Fermi surface, with a margin of many $T$, this compensating current is carried by the filled states of the lower band outside them, which the cone model leaves out.

### Exact proof on the magnetic lattice

Let $\mathbf B$ point along a lattice axis $z$ of a cubic lattice with spacing $a$, with flux $1/N$ of the quantum $h/e$ per plaquette; any rational flux works the same way with a larger cell. In the gauge $\mathcal A=(0,Bx,0)$ for the vector potential, the Peierls substitution $\mathbf k\to\mathbf k-q\mathcal A/\hbar$ leaves $k_z$ a good quantum number. For each magnetic Bloch momentum in the plane the Hamiltonian is a finite matrix $\mathcal H(k_z)$ on a cell of area $Na^2$. A uniform $\mathcal A_z$ shifts $k_z$, so the current operator is $-\partial\mathcal H/\partial\mathcal A_z=(q/\hbar)\,\partial\mathcal H/\partial k_z$. Define $G(k_z,\mu)=\operatorname{Tr}g(\mathcal H)$, averaged over the in-plane momenta. Cyclicity of the trace gives $\partial_{k_z}\operatorname{Tr}\mathcal H^p=p\operatorname{Tr}[\mathcal H^{p-1}\partial_{k_z}\mathcal H]$ for every power $p$, and hence $\partial_{k_z}\operatorname{Tr}g(\mathcal H)=\operatorname{Tr}[f(\mathcal H)\,\partial_{k_z}\mathcal H]$ for the smooth function $g$, level crossings included. Then

$$j_z=\frac{q}{\hbar Na^2}\int_{-\pi/a}^{\pi/a}\frac{dk_z}{2\pi}\operatorname{Tr}[f(\mathcal H)\,\partial_{k_z}\mathcal H]=\frac{q}{hNa^2}\left[G(\pi/a,\mu)-G(-\pi/a,\mu)\right]=0,$$

because the spectrum is periodic in $k_z$. This holds to all orders in $B$, needs no isolated bands, and survives a Zeeman term. Interactions and sample surfaces are outside both proofs.

### Two situations with a real current

*Unequal chemical potentials.* Let the planes $k_z=0$ and $k_z=\pi/a$ be gapped, with a $\chi=+1$ node in the half $k_z>0$, filled to $\mu_+$, and a $\chi=-1$ node in the other half, filled to $\mu_-$. Both values lie in the gaps of both planes, many $T$ from the edges. The two halves give

$$j_z=\frac{q}{hNa^2}\left[G(\pi/a,\mu_+)-G(0,\mu_+)+G(0,\mu_-)-G(\pi/a,\mu_-)\right].$$

In a gap $G=\sum_{\rm occ}(E-\mu)$, which is linear in $\mu$ with slope minus the number of occupied levels. With $n(k_z)$ that number per area, $j_z=(q/h)[n(0)-n(\pi/a)](\mu_+-\mu_-)$. The weight $D$ counts the states of the lower band in a plane: $n=\int d^2k\,D/4\pi^2=1/a^2-(qB/h)C$, with $C=(1/2\pi)\int\Omega_{-,z}\,d^2k$. The flux of $\boldsymbol\Omega_-$ out of the slab between the planes is $2\pi[C(\pi/a)-C(0)]$, and it equals the node flux $+2\pi\chi=2\pi$. So $n(0)-n(\pi/a)=qB/h$, one level per flux quantum, the chiral Landau level that crosses the gap. The result is $\bar\alpha=\mu_+-\mu_-$. The chemical potentials in the chiral magnetic formula are thus measured on one common energy scale, and their difference is a departure from equilibrium that internode scattering relaxes.

*Frozen occupations.* In the clean limit, let $B$ change faster than any relaxation but slowly compared with the interband frequencies at the Fermi surface, $2|\mu-E_\nu|/\hbar$ for an untilted cone, so that the orbital moment keeps its static form. The occupation then stays $f(\varepsilon)=f(\tilde\varepsilon)+f'\,\mathbf m\cdot\mathbf B$. The response to the accompanying induced electric field is a separate term and is left out. It is not negligible: that field shifts the occupations by $qf'\,\mathbf v\cdot\mathcal A$, which induces a magnetization proportional to $\mathcal A$ whose curl is again proportional to $\mathbf B$, so the value below is not the whole current. That magnetization has the same Fermi-surface tensor $\int f'v_im_j$ as its coefficient, so for isotropic cones the omitted term equals the one computed here and the whole current is twice the value below. The part $f(\tilde\varepsilon)$ gives zero, as shown, and $j_i=q\sum_n\int[dk]\,f'v_i\,\mathbf m\cdot\mathbf B$ remains. This is the gyrotropic magnetic effect. For an isotropic untilted cone, $v_i=sv\hat k_i$, and the angular average gives $4\pi/3$:

$$j_i=\frac{q}{(2\pi)^3}\,\frac{4\pi}{3}\,\frac{q\chi}{2\hbar^2}B_i\sum_s\int_0^\infty dx\,sx\,f'(E+sx)=\frac{e^2}{h^2}\,\frac\chi3\,B_i\int_{-\infty}^\infty dy\,y\,f'(E+y),$$

where $v^2k\,dk=x\,dx/\hbar^2$ and $y=sx$ joins the two bands. The function $-f'$ has unit area and is symmetric about $y=\mu-E$, so the integral is $-(\mu-E)$. Two opposite nodes give $\bar\alpha=(E_+-E_-)/3$. This is a Fermi-surface quantity with no cutoff, and it has the opposite sign and one third of the size of the cone value (two thirds once the induced-field term is added).

### Worked example

Take round model parameters for $\mathbf d=t(\sin k_xa,\ \sin k_ya,\ 2-\cos k_xa-\cos k_ya-\cos k_za)$ and $\varepsilon_0=b\sin k_za$: $t=200$ meV, $b=40$ meV, $\mu=20$ meV, $T=10$ meV, $a=0.5$ nm, $B=1$ T. The zeros of $\mathbf d$ need $k_x,k_y\in\{0,\pi/a\}$, and $d_z=0$ then forces $k_x=k_y=0$ and $k_z=\pm\pi/2a$. There $\partial d_z/\partial k_z=ta\sin k_za=\pm ta$, so $\chi=\pm1$, $\hbar v=ta$ and $E_\pm=\pm40$ meV. The program whose output follows the text carries out the numerical checks quoted here.

The node values are $g(E_+)=-10\ln(1+e^{-2})=-1.2693$ meV and $g(E_-)=-10\ln(1+e^{6})=-60.0248$ meV. Hence $\bar\alpha_{s=+1}=-[(-1.2693)-(-60.0248)]=-58.7555$ meV and $\bar\alpha_{s=-1}=+58.7555$ meV. Direct quadrature of $f\,\nabla\varepsilon\cdot\boldsymbol\Omega$ over the zone reproduces both, with a sum of $-5\times10^{-8}$ meV. The $zz$ components of the two moment pieces, $f'v\,m$ and $f\nabla m$, are $+26.8305$ and $-26.8305$ meV in the same units, with a sum of $-1.4\times10^{-6}$ meV. One meV of $\bar\alpha$ at 1 T is $9.3674\times10^6$ A/m², so the upper band alone would carry $-5.50\times10^8$ A/m², while the full zone leaves a quadrature residue of about 12 A/m².

Cones cut at $\Lambda=0.8/a$ have $\hbar v\Lambda=160$ meV. They give $(20-40+160)-(20+40+160)=-80$ meV, plus the thermal tail $10\,e^{-10}$ meV from the upper band of the lower node, in total $-79.9995$ meV, or $-7.49\times10^8$ A/m². Lattice balls of the same radius give $-71.12$ meV, by volume quadrature and by the surface formula alike, and the rest of the zone, obtained as total minus balls, gives $+71.12$ meV. The reduction follows from the surface formula. On the spheres $g_+\approx0$ and $g_-\approx\varepsilon_0-|\mathbf d|-\mu$. The $|\mathbf d|$ and $\mu$ parts cancel between the nodes because $\mathbf d$ is even in $k_z$ and the fluxes are opposite. With $\varepsilon_0=\pm b\cos p_za$ and $p_z$ measured from the node, what remains is $-2b\langle\cos p_za\rangle$, averaged with the flux as weight. A uniform weight gives $\langle\cos(0.8\cos\theta)\rangle=\sin(0.8)/0.8=0.897$, against the computed $71.12/80=0.889$. The neglected thermal tails are below $0.01$ meV on these spheres, far less than the gap of $0.6$ meV, so the gap comes from the uneven flux.

On the magnetic lattice with $N=40$, which means the very large field $B=413.6$ T, the equilibrium total is $-2\times10^{-9}$ meV. The half zone $k_z>0$ alone gives $1.24\times10^4$ meV for $qB<0$, and this value changes sign with the flux. It is large because $G(\pi/a)-G(0)$ sums over all levels of a 40-site cell, so that this half carries a current already at $B=0$, which is then divided by a small flux. For the unequal filling the planes are gapped. With $c_i=\cos k_ia$, at $k_z=0$ one has $|\mathbf d|^2/t^2=2-c_x^2-c_y^2+(1-c_x-c_y)^2=1+2(1-c_x)(1-c_y)\ge1$, and at $k_z=\pi/a$, $d_z\ge t$, while $\varepsilon_0=0$ in both. With $\mu_+-\mu_-=20$ meV centred on $\mu$ the exact spectra give $\bar\alpha=20.0000$ meV, for both signs of the flux, which corresponds to $1.87\times10^8$ A/m² at 1 T.

The frozen term on the lattice, without the induced-field term of about the same size, is the Fermi-surface piece above, $26.83$ meV or $2.51\times10^8$ A/m², which is 0.6% above the cone value $80/3=26.67$ meV. When $b$, $\mu$ and $T$ are scaled by $0.05$, the ratio $\bar\alpha/(E_+-E_-)$ becomes $0.33334$, so the excess is a band-curvature correction.

A second model, with tilted anisotropic cones at $93.17$ and $-18.68$ meV and $T=20$ meV, tests that the zero does not rest on the symmetry of the first. Over a scan of $\mu$ across the bands a single band reaches $|\bar\alpha_s|=111.84$ meV, while the band sum stays within $4\times10^{-9}$ meV of zero. At one value of $\mu$ all nine components of the moment term cancel to $6\times10^{-8}$ meV, against pieces up to $41.36$ meV. The same model checks $D$ and $\mathbf m$ at $\mu=T=100$ meV. The slope of the grand potential per site with respect to $\phi=qBa^2/\hbar$ is $-14.253+12.943=-1.310$ meV from the curvature and moment terms, and $-1.310$ meV from exact spectra extrapolated to zero flux. Since the total is a tenth of either part, a wrong sign or factor in $D$ or in $\mathbf m$ would have shown.

## Values computed for the example and the checks

```
t = 200 meV, a = 0.5 nm, B = 1 T, ball radius = 0.8 /a
b = 40 meV
mu = 20 meV
kT = 10 meV
node kz=+pi/2a: chi = +1, upper-band flux/2pi = -1.000000
node kz=-pi/2a: chi = -1, upper-band flux/2pi = +1.000000
E_+ = 40.0 meV
E_- = -40.0 meV
g(E_+) = -1.2693 meV
g(E_-) = -60.0248 meV
alpha upper band, quadrature = -58.7555 meV
alpha upper band, node formula = -58.7555 meV
alpha lower band, quadrature = 58.7555 meV
alpha sum of bands = -5.3e-08 meV
moment zz: f' v m piece = 26.8305 meV
moment zz: f grad m piece = -26.8305 meV
moment zz: sum = -1.4e-06 meV
alpha two cut-off cones = -79.9995 meV
alpha two lattice balls, volume = -71.1244 meV
alpha two lattice balls, surface = -71.1244 meV
alpha rest of zone = 71.1244 meV
magnetic lattice flux 1/40: B = 413.6 T
exact alpha, kz>0 half = 12439.34 meV
exact alpha, equilibrium total = -2.2e-09 meV
mu_+ - mu_- = 20.0 meV
exact alpha, unequal mu = 20.0000 meV
frozen alpha, lattice = 26.8305 meV
frozen alpha, cones (E_+ - E_-)/3 = 26.6667 meV
frozen alpha/(E_+ - E_-), energies scaled by 0.05 = 0.33334
(e^2/h^2) x 1 meV x 1 T = 9.3674e+06 A/m^2
j cut-off cones = -7.494e+08 A/m^2
j upper band alone = -5.504e+08 A/m^2
|j| full zone, numerical residue = 1.2e+01 A/m^2
j unequal mu = 1.873e+08 A/m^2
j frozen occupations = 2.513e+08 A/m^2
skew E_+ = 93.17 meV
skew E_- = -18.68 meV
skew kT = 20 meV
skew scan: max |alpha one band| = 111.84 meV
skew scan: max |sum of bands| = 3.6e-09 meV
skew scan: max deviation from node formula = 2.8e-09 meV
skew moment tensor: max piece = 41.36 meV
skew moment tensor: max sum = 6.4e-08 meV
skew exact equilibrium max |alpha| = 2.3e-11 meV
skew magnetization test: mu = kT = 100 meV
d(omega)/d(phi) curvature part = -14.2530 meV
d(omega)/d(phi) moment part = 12.9431 meV
d(omega)/d(phi) semiclassical = -1.3100 meV
d(omega)/d(phi) exact spectra = -1.3099 meV
```
